Comment on using the symmetric atomic virial as a heat current

**The argument under review**

The manuscript computes a thermal conductivity from equilibrium molecular dynamics with a many-body potential. Its case for the heat current runs as follows. For pair forces, the potential part of the current is a sum of per-atom virials multiplied by atomic velocities. For a many-body potential, each interaction virial can be divided equally among the participating atoms. The resulting atomic virials add up to the correct total, as a pressure calculation confirms. They may therefore be put into the pair formula.

The first three statements are sound. Whether the last one follows depends on what the current requires of each atomic virial, and this has to be derived from energy conservation.

**What energy conservation requires**

Consider classical atoms of mass m with positions r_i and velocities v_i. The potential energy is U = Σ_i U_i, where each site energy U_i depends on positions alone and is unchanged by a common translation. The energy of atom i is

E_i = m v_i²/2 + U_i.

Place E_i at r_i, so that the energy density is e(x) = Σ_i E_i δ(x − r_i). For an isolated finite system, continuity, ∂e/∂t = −∇·j, gives after one integration by parts

d/dt ∫ x e dx = −∫ x (∇·j) dx = ∫ j dx.

The total energy current is therefore J = d/dt Σ_i r_i E_i. I take one atomic species and zero total momentum, so that a term proportional to Σ_i v_i vanishes and J also serves as the heat current.

Differentiating the product gives Σ_i v_i E_i, the convective part, and Σ_i r_i dE_i/dt, the potential part J_pot. Newton's equation and the chain rule give

dE_i/dt = F_i·v_i + Σ_j ∂U_i/∂r_j·v_j,
F_i = −Σ_j ∂U_j/∂r_i.

Hence

J_pot = −Σ_ij r_i (∂U_j/∂r_i·v_i) + Σ_ij r_i (∂U_i/∂r_j·v_j).

Exchanging the names i and j in the second sum turns it into Σ_ij r_j (∂U_j/∂r_i·v_i). The two sums combine to

J_pot = Σ_i W_i·v_i,
W_i = Σ_j (r_j − r_i) ⊗ ∂U_j/∂r_i.

Here r⊗F has components r^a F^b, and (W·v)^a = Σ_b W^{ab} v^b. Only relative positions enter, so the formula carries over to a periodic system once the atoms of each interaction are placed next to one another. Physically, ∂U_j/∂r_i·v_i is the rate at which the motion of atom i feeds energy to site j, and r_j − r_i is the distance over which that energy is moved. The formula needs to know whose motion does the work.

**Why the pressure cannot decide**

Let interaction c have energy u_c, n_c members, and forces F_k = −∂u_c/∂r_k on them. The manuscript's atomic virial is

S_i = Σ_{c containing i} (1/n_c) Σ_{k in c} r_k ⊗ F_k.

The forces of one interaction add to zero, so the choice of origin does not matter. Adding over atoms restores each interaction virial in full, so Σ_i S_i = Σ_i r_i⊗F_i. For the other virial,

Σ_i W_i = Σ_j r_j ⊗ (Σ_i ∂U_j/∂r_i) − Σ_i r_i ⊗ (Σ_j ∂U_j/∂r_i).

The first bracket is zero because U_j is translation invariant. The second is −F_i. Thus

Σ_i W_i = Σ_i r_i ⊗ F_i = Σ_i S_i.

With the same kinetic term, both sets give the same pressure. The pressure tests the sum, which is also what multiplies the velocity when all atoms move together. Heat conduction involves unequal velocities, and there the distribution of the virial among the atoms matters.

**Pairs, and interactions of more than two atoms**

Let an n-body interaction give each member the energy u/n. Write c for the centroid of its members and v̄ for their mean velocity. Its contribution to W_k is

(1/n) Σ_l (r_l − r_k) ⊗ ∂u/∂r_k = (c − r_k) ⊗ (−F_k) = (r_k − c) ⊗ F_k.

The two currents from this interaction are therefore

J_W = Σ_k (r_k − c)(F_k·v_k),
J_S = Σ_k (r_k − c)(F_k·v̄).

In the second line the origin was moved to c, which is allowed because Σ_k F_k = 0. Subtraction gives

J_W − J_S = Σ_k (r_k − c)[F_k·(v_k − v̄)].

The symmetric virial has replaced each atom's velocity by the mean velocity of its group. For a pair this does no harm. With r_12 = r_1 − r_2, v_12 = v_1 − v_2 and F_2 = −F_1, the two terms are

k = 1: (r_12/2)(F_1·v_12/2) = r_12 (F_1·v_12)/4,
k = 2: (−r_12/2)(−F_1)·(−v_12/2) = −r_12 (F_1·v_12)/4.

They cancel whatever the force and the velocities. For three or more atoms there is no such general cancellation.

**Embedding energies**

An embedding potential might seem exempt, since its forces can be written as pair forces. Let U_i = G(ρ_i), with ρ_i = Σ_{j≠i} φ(r_ij) and e_ij = (r_i − r_j)/r_ij. For j ≠ i,

∂U_j/∂r_i = G'(ρ_j) φ'(r_ij) e_ij.

Write G'_i for G'(ρ_i). Since e_ji = −e_ij, one pair contributes to the correct current

(r_j − r_i) φ' [G'_j e_ij·v_i + G'_i e_ij·v_j].

The force on i from j is −(G'_i + G'_j) φ' e_ij. Sharing its virial equally gives instead

(r_j − r_i) φ' ½(G'_i + G'_j) e_ij·(v_i + v_j).

In the difference, v_i has the coefficient G'_j − ½(G'_i + G'_j) = ½(G'_j − G'_i), and v_j has the opposite one. The pair therefore leaves

J_W − J_S = ½ (r_j − r_i)(G'_j − G'_i) φ' e_ij·(v_i − v_j).

The site energies of the two ends respond differently to the same bond, although the forces on the ends are equal and opposite. In a one-species crystal whose sites are all equivalent, G'_j − G'_i vanishes at equilibrium. The discrepancy is then a small difference times a relative velocity, which is second order in the vibration amplitude, the same order as the harmonic heat current. This calculation concerns the instantaneous current; it does not settle how much of the discrepancy survives in the conductivity of an embedding model.

**An irregular cluster**

These relations can be tested on six atoms of mass 20 u, whose positions and velocities are listed in the numerical output. With φ(r) = exp[−4(r/a − 1)] and a = 0.25 nm, three potentials are treated separately: a pair energy of 1 eV times φ for every pair; an angle energy B(1 + cos θ), B = 1 eV, for every triplet and every choice of its vertex; and an embedding energy of −1 eV times √ρ_i. The reference is the numerical time derivative of Σ_i r_i E_i, less the convective part.

For the pair energy, both virials agree with the reference to a few parts in 10⁷. For the angle energy, the currents in eV nm/ps are

reference: (−0.371, −0.288, −0.515),
from W: (−0.371, −0.288, −0.515),
from S: (−0.217, −0.345, −0.239).

The error vector of S has length 0.32 and the reference 0.70, so the error is 46% of the current. For the embedding energy it is 4.4%. These percentages belong to this configuration and these velocities. The listed velocities do not add to zero: their mean is (−0.405, −0.182, −0.478) nm/ps. This common drift multiplies the total virial, which W and S share, so it adds to the reference current and leaves the error vector unchanged. With the mean velocity subtracted, as the heat current requires, the error is 55% for the angle energy and 48% for the embedding energy, whose reference current falls from 5.9 to 0.55 eV nm/ps.

The total virials agree in all three cases with the energy change under strain. The angle energy is instructive: its virial trace is zero, because scaling all positions by one factor leaves every angle unchanged. It adds nothing to the potential part of the pressure, yet it carries a current that S gets badly wrong.

**Does the error survive time averaging?**

The authors could reply that a heat current is not unique. The energy of an interaction may be divided among its atoms in different ways, and Green-Kubo theory tolerates this. The reply deserves a careful answer.

Suppose the members of interaction c receive shares w_k with Σ_k w_k = 1, instead of equal shares. The energy moment Σ_i r_i E_i then changes by

Q = Σ_c u_c (Σ_k w_k r_k − c_c),

where c_c is the centroid of interaction c, and the current changes by dQ/dt. In a solid Q depends on local energies and short distances, so its variance does not grow with time. The conductivity is proportional to the long-time limit of ⟨(∫J dt)²⟩/(2t), the integral running from 0 to t. Repartition adds Q(t) − Q(0) to that integral. When the conductivity is finite, ∫J dt grows as √t, so the cross term grows at most as √t. Divided by t, it vanishes, and so does the square of the added term.

A repartition therefore does not change the time average of the current. If J_S and J_W have different time averages in some motion, repartition cannot excuse the difference. A running wave provides such a motion.

**A chain with tension and bending stiffness**

Take a straight periodic chain along x with spacing a. Neighbours are joined by springs of stiffness k and rest length r_0 < a, so the tension is T = k(a − r_0). Each atom is also the vertex of an angle energy B(1 + cos θ), which is smallest for a straight chain. Let the atoms move a small distance z_n sideways.

A bond lengthens by (z_{n+1} − z_n)²/(2a) to leading order, which costs T times that length. The two bonds at atom n have slopes (z_n − z_{n−1})/a and (z_{n+1} − z_n)/a. They differ by D_n/a, with

D_n = z_{n+1} − 2z_n + z_{n−1}.

Since π − θ ≈ D_n/a up to sign, 1 + cos θ ≈ D_n²/(2a²). The transverse potential energy is

U = Σ_n [T(z_{n+1} − z_n)²/(2a) + B D_n²/(2a²)].

For a wave exp[i(qna − ωt)], the first difference multiplies the amplitude by exp(iqa) − 1, whose squared modulus is 4s² with s = sin(qa/2). The second difference multiplies it by 2cos(qa) − 2 = −4s². Differentiating a square gives a factor of two, so in the equation of motion each quadratic energy contributes twice its coefficient times the squared modulus:

mω² = 4Ts²/a + 16Bs⁴/a².

Differentiate with respect to q, using d(s²)/dq = (a/2) sin(qa) and d(s⁴)/dq = a s² sin(qa):

2mω v_g = 2T sin(qa) + 16(B/a)s² sin(qa),
v_g = sin(qa)(T + 8Bs²/a)/(mω).

This is the speed at which a wave packet carries energy. It was found without any expression for the heat current.

**The two currents in a running wave**

Now let z_n = Z cos ψ_n with ψ_n = qna − ωt, so that v_n = Zω sin ψ_n. The mean kinetic energy per atom is mω²Z²/4. In a harmonic wave the mean potential energy is equal to it, so the total is mω²Z²/2. To second order in Z, convection along x does not contribute. The equilibrium tension, equal on all atoms, multiplies the total x velocity, which is zero.

The bond force on atom n is T(z_{n+1} − z_n)/a along z, and x_n − x_{n+1} = −a. Both virials give the bond current

−(T/2)(z_{n+1} − z_n)(v_n + v_{n+1}).

With ψ the phase midway between the two atoms, z_{n+1} − z_n = −2Zs sin ψ and v_n + v_{n+1} = 2Zω cos(qa/2) sin ψ. The product is 2TZ²ω s cos(qa/2) sin²ψ. Its average is TZ²ω sin(qa)/2, because sin²ψ averages to ½ and 2s cos(qa/2) = sin(qa). Division by the energy per atom gives the velocity T sin(qa)/(mω).

For the angle at atom n, the transverse forces are −BD_n/a² on each end atom and 2BD_n/a² on the vertex. The centroid lies at x_n, so the correct current is

a(−BD_n/a²)v_{n+1} + (−a)(−BD_n/a²)v_{n−1} = −(B/a)D_n(v_{n+1} − v_{n−1}).

Insert D_n = −4s²Z cos ψ_n and v_{n+1} − v_{n−1} = 2Zω sin(qa) cos ψ_n. The average is 4(B/a)s²Z²ω sin(qa), which after division by the energy per atom gives 8Bs² sin(qa)/(amω). Bond and angle parts together reproduce v_g.

The symmetric virial needs instead the sum

Σ_k x_k F_k^z = a(−BD_n/a²) + (−a)(−BD_n/a²) = 0.

The end forces are equal and their lever arms opposite. A bent triplet passes energy along because its ends move differently, and a common mean velocity cannot register that. The symmetric virial misses the bending current and retains the tension part:

v_S = T sin(qa)/(mω),
v_S/v_g = 1/[1 + 8Bs²/(Ta)].

For long waves under fixed tension, s ≈ qa/2, and the ratio tends to one when 2Baq²/T is small. If the tension is removed first, v_S is zero at every wavelength in the harmonic approximation. The two limits do not commute, so agreement for long waves in a stretched sample says nothing about a relaxed one.

**Numbers for the chain**

Take a = 0.25 nm, r_0 = 0.248 nm, k = 2000 eV/nm², B = 1 eV, m = 20 u and 40 atoms. In units of eV, nm and ps, m = 0.2073, and T = 2000 × 0.002 = 4 eV/nm. At qa = π/2, s² = ½, and

mω² = 32 + 64 = 96 eV/nm²,
ω = √(96/0.2073) = 21.5 rad/ps,
v_g = (4 + 16)/(0.2073 × 21.52) = 4.48 km/s,
v_S = 4/(0.2073 × 21.52) = 0.90 km/s.

The symmetric virial yields one fifth of the energy velocity. Both values agree with currents evaluated from the full nonlinear potential at small amplitude, and v_g agrees with the slope of a dispersion obtained from force responses. At wavelengths of 5.0, 2.0, 1.0 and 0.67 nm, the ratio v_S/v_g is 0.84, 0.46, 0.20 and 0.13. It equals one half where s² = Ta/(8B) = 1/8, at a wavelength of 2.17 nm. With r_0 = a, hence no tension, the correct velocity at qa = π/2 is 4.39 km/s, while the symmetric result is below 10⁻⁶ km/s.

The pressure check passes throughout. Bend the chain into a wave of amplitude 0.01 nm and wavelength 4a. The derivative of the energy with respect to length gives a tension of 4.3836 eV/nm, and so do both virials.

The reply about energy partition can be tested too. Give the left, central and right atoms of each angle the shares 0.7, 0.2 and 0.1, and superpose on the wave at qa = π/2 a backward wave of half its amplitude. The correct current then changes at some instants by up to 64% of its mean, but the mean itself is unchanged to the six decimals printed.

**Consequence for the conductivity**

Each harmonic transverse current has the form J = Σ_nm z_n A_nm v_m. In the bond current the products z_{n+1}v_{n+1} − z_n v_n cancel around the ring, leaving (T/2)Σ_n(z_n v_{n+1} − z_{n+1}v_n). In the angle current the equal-site products cancel likewise, and the remaining coefficients change sign with the direction of m − n. So A is antisymmetric and the same from every site. With Φ the matrix of transverse force constants,

dJ/dt = Σ_nm v_n A_nm v_m − (1/m) Σ_nm z_n (AΦ)_nm z_m.

The first sum vanishes by antisymmetry. Φ is symmetric and translation invariant, so it commutes with A. Then AΦ is antisymmetric as well, and the second sum vanishes. Both currents are conserved in the harmonic chain.

A conserved current equals its time average, Σ_q v_q ε_q, where ε_q is the energy of the running wave q and v_q is v_g or v_S. At temperature Θ, a classical running wave has two independent Gaussian amplitudes, so ε_q has mean k_BΘ and variance (k_BΘ)². Since v_{−q} = −v_q, the mean current is zero, and

⟨J²⟩ = (k_BΘ)² Σ_q v_q².

Without scattering, the Green-Kubo integral diverges. As a model of scattering, let every correlation decay as exp(−t/τ) with one common τ. For a chain of length L,

κ × area = [1/(k_BΘ²L)] ∫₀^∞ ⟨J(t)J(0)⟩ dt = k_Bτ Σ_q v_q²/L.

For the 40 atoms, L = 10 nm. The uniform displacement, q = 0, is not a wave and is left out. Over the other 39 values of q, Σ_q v_q² is 440.7 km²/s² with the correct current and 54.8 km²/s² with the symmetric one. With τ = 10 ps, one transverse branch contributes

correct: 6.09 × 10⁻¹⁸ W m/K,
symmetric: 0.76 × 10⁻¹⁸ W m/K.

The symmetric virial retains 12% of the conductivity of this transverse branch, with chain, tension and τ held fixed. The chain also has a longitudinal branch, on which the angle energy exerts no harmonic force and both virials give the same current. Its Σ_q v_q² is about 11 460 km²/s², so with the same τ for one longitudinal and two transverse branches the symmetric virial retains about 94% of the total. What follows refers to the transverse branch alone. A common τ cancels from this ratio. If τ depends on q but modes still decay independently, the ratio becomes an average of (v_S/v_g)² weighted by τ_q v_g². As s² runs from 0 to 1, that square falls from 1 to 1/81, so the ratio must lie between these limits. Long-lived long waves raise it.

**How far this carries to real materials**

Sheets and tubes of carbon resist bending through many-body forces, and their out-of-plane vibrations can carry heat, so the mechanism is relevant there. The chain is not a model of any of them. Its tension, about 0.6 nN, corresponds to bonds stretched by 0.8%, a considerable strain for a solid; in an unstrained chain of this kind the tension part of v_S would be absent in the harmonic approximation. That approximation is strained at the temperatures where the classical treatment applies, since ħω/k_B for the fastest transverse mode is about 300 K. At 300 K and fixed length, thermal bending in a plane raises the mean bond tension from 4 to about 6 eV/nm, and from zero to about 3 eV/nm when r_0 = a. In a real solid, zero stress does not mean that every bond is free of force. Stretched bonds between near neighbours can be balanced by compressed longer ones, and the symmetric virial then retains some transverse current. Real solids also have in-plane or longitudinal modes, other many-body terms and lifetimes that vary strongly with wavelength. The last of these alone can move the 12% a long way within the limits just given, and the other branches change the total further. The figure should not be used as a correction factor.

**Requested revision**

The authors should compute W_i from the derivatives of their site energies, state how energy is assigned to sites, and recompute the conductivity. Agreement of the pressure should be withdrawn as evidence for the current. A suitable check is to compare the current of a small isolated cluster, with unequal atomic velocities, with the time derivative of Σ_i r_i E_i. The existing results cannot be rescaled afterwards, because the error depends on wavelength, tension and the lifetimes of the modes.

Calculated quantities

```
Cluster: position (nm) | velocity (nm/ps)
    0.184   0.024   0.017 |  -0.95  -0.64  -0.92
   -0.016   0.165   0.022 |  -0.12  -0.63   0.14
   -0.030   0.019   0.195 |   0.08  -0.09  -1.26
   -0.179  -0.012  -0.013 |  -0.27  -0.02   0.06
   -0.015  -0.180   0.000 |  -0.77  -0.24  -0.49
    0.003   0.030  -0.159 |  -0.40   0.53  -0.40
Cluster potential currents (eV nm/ps), x y z
  pair      continuity   -7.52171   -2.74822   -9.20541
  pair      W            -7.52170   -2.74822   -9.20541
  pair      symmetric    -7.52170   -2.74822   -9.20541
  pair relative error of symmetric: 2.42e-07
  pair virial trace, strain / symmetric (eV): 50.850713 / 50.850713
  angle     continuity   -0.37068   -0.28776   -0.51457
  angle     W            -0.37068   -0.28776   -0.51457
  angle     symmetric    -0.21716   -0.34518   -0.23922
  angle relative error of symmetric: 4.60e-01
  angle virial trace, strain / symmetric (eV): -0.000000 / -0.000000
  embedding continuity    3.58307    1.55978    4.45080
  embedding W             3.58307    1.55978    4.45080
  embedding symmetric     3.73686    1.40817    4.59896
  embedding relative error of symmetric: 4.42e-02
  embedding virial trace, strain / symmetric (eV): -24.774641 / -24.774641
Chain spacing 0.25 nm, mass 20.0 u, atoms 40
Mass 0.207285 eV ps^2/nm^2
Bond stiffness 2000.0 eV/nm^2, rest 0.248 nm
Angle constant 1.0 eV, tension T 4.0000 eV/nm
Bent chain: amplitude 0.01 nm, wavelength 4 spacings
  tension from energy    4.383565 eV/nm
  tension from W         4.383565 eV/nm
  tension from symmetric 4.383565 eV/nm
qa/pi  wavelength(nm)  omega(rad/ps)  v_W  v_S(km/s)  v_S/v_W
  0.1000  5.0000  2.8802  2.4757  2.0704  0.8363
  0.2500  2.0000  8.4677  3.4993  1.6114  0.4605
  0.5000  1.0000  21.5204  4.4834  0.8967  0.2000
  0.7500  0.6667  34.1073  3.1319  0.4001  0.1277
Half velocity at qa = 0.7227 rad, wavelength 2.1734 nm
No tension, qa=pi/2: v_W 4.3928 km/s, |v_S| 1.6e-07 km/s
Repartition: largest change / mean current 0.6400
Repartition: ratio of means 1.000000
Sum of v^2, W / symmetric (km^2/s^2): 440.748 / 54.807
Relaxation time 10.0 ps, length 10.0 nm
Conductivity x area, W         6.0852e-18 W m/K
Conductivity x area, symmetric 7.5669e-19 W m/K
Conductivity ratio 0.1243
```
